# How a QED Level Shift Partly Undoes Relativistic Bond Contraction, part 2

In a model bond between a heavy atom and a light partner, relativity lowers the heavy atom's valence s level by 2 eV, and the bond shortens from 1.500 to 1.460 Å. A QED term then raises the level by 0.02 eV, one percent of the relativistic shift. This undoes 0.84 percent of the contraction and 0.91 percent of the rise in harmonic wavenumber \(\tilde\nu\). Both the sign and the size of these changes are to be explained.

The Born–Oppenheimer energy \(V(R)\) at internuclear distance \(R\) has its minimum at \(R_e\), with force constant \(k=V''(R_e)>0\). A prime denotes a derivative with respect to \(R\). The harmonic angular frequency is \(\omega=\sqrt{k/\mu}\), with the reduced mass \(\mu\) held fixed; \(c\) is the speed of light. Energies are in eV and lengths in Å or pm.

A small added curve \(\lambda w(R)\) changes the length, force constant and frequency to first order by

\[
\boxed{\;\delta R_e=-\frac{\lambda w'}{k}\;}
\]

\[
\boxed{\;\delta k=\lambda\left(w''-\frac{V'''w'}{k}\right)\;}
\]

\[
\boxed{\;\frac{\delta\omega}{\omega}=\frac{\delta k}{2k}\;}
\]

with all derivatives taken at the old minimum. The number \(\lambda\) only counts orders and is now set to one.

The subscripts rel and \(Q\) mark relativistic and QED changes. The QED energy is taken as net repulsive; this sign is an input. Both energies of a valence s electron follow its density near the heavy nucleus, the inner density \(N(R)\), with opposite signs: \(w_{\rm rel}=-AN(R)\) and \(w_Q=+BN(R)\), where \(A\) and \(B\) are positive constants. In the linear regime, one percent of energy would therefore undo one percent of each change. It remains to find how the inner density changes with bond length, and to allow for a relativistic shift too large for first order.

### Two orbitals and two electrons

Let the heavy atom supply an s orbital of energy \(\varepsilon_s\), and the partner an orbital \(h\) of energy \(\varepsilon_h\). The orbitals are taken as orthogonal, with matrix element \(-\beta(R)\) between them and \(\beta>0\). Two electrons occupy the lower combination \(\varphi=c_ss+c_hh\). Correlation, changes in the d and p shells and spin–orbit coupling are left out.

The one-electron matrix and its lower eigenvalue are

\[
\begin{pmatrix}\varepsilon_s&-\beta\\-\beta&\varepsilon_h\end{pmatrix},\qquad
E_-=\frac{\varepsilon_s+\varepsilon_h}{2}-S,
\]

\[
D=\frac{\varepsilon_s-\varepsilon_h}{2},\qquad S=\sqrt{D^2+\beta^2}.
\]

The eigenvalue follows from \((\varepsilon_s-E)(\varepsilon_h-E)=\beta^2\). With a repulsive energy \(V_{\rm rep}(R)\), the bond curve is

\[
V=\varepsilon_s+\varepsilon_h-2S+V_{\rm rep}.
\]

An operator confined to the heavy core has the expectation value \(c_s^2\Delta\) in \(\varphi\), where \(\Delta\) is its value in the orbital s. This neglects the tail of \(h\) at the heavy nucleus. Two electrons give \(n\Delta\), with \(n=2c_s^2\). Thus \(n(R)\) plays the part of the inner density.

To find \(n\), differentiate \(E_-\) with respect to \(\varepsilon_s\). The normalized eigenvector makes the energy stationary, so only the explicit dependence of the matrix contributes, and \(\partial E_-/\partial\varepsilon_s=c_s^2\). Since \(\partial D/\partial\varepsilon_s=\tfrac12\), we have \(\partial S/\partial\varepsilon_s=D/(2S)\). Hence

\[
n=\frac{\partial V}{\partial\varepsilon_s}=1-\frac DS .
\]

At fixed \(D\), \(S'=\beta\beta'/S\). The slope of the population is therefore

\[
n'=\frac{DS'}{S^2}=\frac{D\beta\beta'}{S^3}.
\]

The coupling weakens with distance, \(\beta'<0\), so \(n'\) has the sign of \(-D\). If the s level lies above its partner, \(D>0\) and \(n'<0\): the electrons sit mainly on the partner, and shortening the bond draws them toward equal sharing. A lower s level then gains more energy at short distance, which contracts the bond. If the s level lies below the partner, the same argument runs the other way.

Two limits show the role of the population. For \(D=0\), \(n=1\) at every distance, and a small shift of the s level leaves the length unchanged to first order. This limit also shows what the model lacks. A real homonuclear s–s bond does contract: scalar-relativistic Hartree–Fock in a small basis shortens Cu₂ by about 4 pm. There the density at the nucleus rises as the bond shortens while the s population hardly changes, an effect that orthogonal orbitals of fixed shape cannot describe. For \(\beta\to0\) with \(D>0\), both electrons go to the partner. That is an ionic limit, so this curve should not be used to describe dissociation into neutral atoms.

### A shift of any size

The relativistic shift is large enough to change the bond curve on which QED acts. Let \(R_e\) depend on \(\varepsilon_s\), and differentiate the condition \(V'(R_e;\varepsilon_s)=0\). The chain rule gives

\[
k\frac{dR_e}{d\varepsilon_s}+\frac{\partial V'}{\partial\varepsilon_s}=0,
\qquad
\frac{dR_e}{d\varepsilon_s}=-\frac{n'}k ,
\]

because \(\partial V/\partial\varepsilon_s=n\). The force constant changes explicitly and through the motion of the minimum:

\[
\frac{dk}{d\varepsilon_s}=n''-\frac{V'''n'}k .
\]

These are the first-order formulas for \(w=n\,d\varepsilon_s\), applied at each level along the way.

Let relativity lower the level by \(|\Delta_{\rm rel}|\), and let QED raise it by \(\Delta_Q\), with \(0<\Delta_Q<|\Delta_{\rm rel}|\). If \(n'<0\) and \(k>0\) along the whole path, \(R_e\) rises steadily with \(\varepsilon_s\). The length with QED must then lie between the relativistic and the nonrelativistic length. This is partial reversal without assuming that the relativistic shift is small.

### A model in which the signs can be proved

Choose exponentials for the coupling and the repulsion:

\[
\beta=\beta_0e^{-a(R-R_0)},\qquad V_{\rm rep}=B_0e^{-b(R-R_0)} .
\]

Then \(\beta'=-a\beta\) and \(S'=-a\beta^2/S\), so

\[
V'=\frac{2a\beta^2}{S}-bV_{\rm rep}.
\]

Differentiating \(S'\), with \((\beta^2)'=-2a\beta^2\), gives

\[
S''=a^2\left(\frac{2\beta^2}{S}-\frac{\beta^4}{S^3}\right),
\qquad V''=b^2V_{\rm rep}-2S'' .
\]

At a stationary point \(bV_{\rm rep}=2a\beta^2/S\). Writing \(q=\beta^2/S^2\), we find

\[
k=\frac{2a\beta^2}{S}\,(b-2a+aq).
\]

For \(b>2a\) this is positive at every stationary point. For \(D\ne0\), the bonding term dominates \(V'\) at large \(R\). If \(B_0\) is large enough for repulsion to dominate at small \(R\), as it is for the parameters below, there is thus one stationary point, and it is a minimum. Because \(V_{\rm rep}\) stays finite at \(R=0\), a very weak repulsion gives none.

For the frequency, differentiate once more:

\[
S'''=-a^3\frac{\beta^2}{S}(4-6q+3q^2).
\]

Since \(V'''=-b^3V_{\rm rep}-2S'''\), the stationary condition gives

\[
V'''=-\frac{2a\beta^2}{S}\left[b^2-a^2(4-6q+3q^2)\right].
\]

The population slope is \(n'=-aD\beta^2/S^3\). Its derivative contains \(-2a\) from \(\beta^2\) and \(+3aq\) from \(S^{-3}\), so

\[
n''=n'\,a(3q-2).
\]

Insert these into \(dk/d\varepsilon_s\) and use the common denominator \(b-2a+aq\). The numerator multiplying \(n'\) is

\[
a(3q-2)(b-2a+aq)+b^2-a^2(4-6q+3q^2).
\]

The first product is \(3abq-8a^2q+3a^2q^2-2ab+4a^2\). The terms \(4a^2\) and \(3a^2q^2\) cancel against the last bracket, leaving

\[
\frac{dk}{d\varepsilon_s}
=n'\,\frac{b(b-2a)+aq(3b-2a)}{b-2a+aq}.
\]

For \(b>2a\) the fraction is positive. With the s level above its partner, lowering it therefore shortens the bond and raises the frequency, and raising it partway reverses both. The length result needed the sign of \(n'\) and a stable minimum; the frequency result also used the form of this model.

### Numbers for the relativistic change

The parameters are round values for a bond of hydride-like size: \(\varepsilon_h=-13\) eV, nonrelativistic \(\varepsilon_s=-7\) eV, \(\beta_0=4\) eV, \(B_0=1.6\) eV, \(R_0=1.5\) Å, \(a=1\) Å⁻¹, \(b=4\) Å⁻¹ and \(\mu=1\) u.

Before relativity, \(D=3\) eV. At \(R=R_0\), \(S=\sqrt{9+16}=5\) eV. The bonding slope \(2\times16/5=6.4\) eV/Å balances the repulsive slope \(4\times1.6=6.4\) eV/Å, so \(R_e=1.500\) Å. With \(q=16/25=0.64\),

\[
k=6.4\times(4-2+0.64)=16.90\ \text{eV/Å}^2 .
\]

The population slope is \(n'=-3\times16/125=-0.384\) Å⁻¹. For \(\Delta_{\rm rel}=-2\) eV the linear formula gives

\[
\delta R_{\rm rel}\approx-\frac{(-2)(-0.384)}{16.90}\ \text{Å}
=-0.0455\ \text{Å}.
\]

Numerical minimization of the curve with \(\varepsilon_s=-9\) eV puts the minimum at 1.4602 Å. The change is −0.0398 Å, or −3.98 pm. The linear value is 14 percent too large in magnitude, relative to this direct result.

At the new minimum \(k=21.10\) eV/Å², or 338.1 N/m. The wavenumber is

\[
\tilde\nu=\frac1{2\pi c}\sqrt{\frac k\mu}=2395.5\ \text{cm}^{-1}.
\]

The nonrelativistic value is 2143.5 cm⁻¹, so relativity raises it by 252.0 cm⁻¹.

### Numbers for the QED change

QED now acts on the relativistic curve. At its minimum,

\[
n=0.567,\quad n'=-0.3519\ \text{Å}^{-1},\quad
n''=-0.1539\ \text{Å}^{-2},
\]

\[
V'''=-111.76\ \text{eV/Å}^3 .
\]

With \(\Delta_Q=0.02\) eV, the length change is

\[
\delta R_Q=-\frac{0.02\times(-0.3519)}{21.10}\ \text{Å}
=3.335\times10^{-4}\ \text{Å}.
\]

This is 0.0334 pm, with the sign opposite to the contraction. For the force constant,

\[
\begin{aligned}
\delta k_Q&=0.02\left[-0.1539-\frac{(-111.76)(-0.3519)}{21.10}\right]\text{eV/Å}^2\\
&=0.02\,(-0.154-1.863)\ \text{eV/Å}^2\\
&=-0.0403\ \text{eV/Å}^2 .
\end{aligned}
\]

The larger term is the anharmonic one: most of the softening comes from moving the minimum outward on a bent curve. The wavenumber change is

\[
\delta\tilde\nu_Q=2395.5\times\frac{-0.0403}{2\times21.10}\ \text{cm}^{-1}
=-2.29\ \text{cm}^{-1}.
\]

Minimizing the shifted curve directly gives \(3.342\times10^{-4}\) Å for the length change and −2.293 cm⁻¹ for the wavenumber change. Relative to these direct changes, the first-order values are off by about 0.2 percent for the length and 0.1 percent for the wavenumber. The remainder in the length behaves as a second-order term should: when the level shift is doubled from 0.02 to 0.04 eV, it grows by a factor of 3.997, close to four.

### Why one percent undoes less than one percent

Define the length response \(\chi(\varepsilon_s)=dR_e/d\varepsilon_s=-n'/k\). The entire contraction is the integral of \(\chi\) between the relativistic and nonrelativistic levels. QED uses the response near the relativistic end. To first order in \(\Delta_Q\), the undone fraction is therefore

\[
f=\frac{\Delta_Q}{|\Delta_{\rm rel}|}\,
\frac{\chi(\varepsilon_{\rm rel})}{\bar\chi},
\]

where \(\varepsilon_{\rm rel}\) is the relativistic s level and \(\bar\chi\) is the mean response over the relativistic shift.

The mean is \(3.976/2=1.988\) pm/eV. The response at the relativistic end is \(0.03335/0.02=1.668\) pm/eV. Hence

\[
f=0.01\times\frac{1.668}{1.988}=0.0084 .
\]

This is the 0.84 percent of the opening. At the nonrelativistic end the response was \(4.5455/2=2.273\) pm/eV. It drops along the way for two reasons: \(|n'|\) falls from 0.384 to 0.352 Å⁻¹, and \(k\) rises from 16.90 to 21.10 eV/Å². The stiffening is the larger cause. Relativity has made the bond harder to move before QED acts on it.

The same comparison explains the frequency. The mean magnitude of the wavenumber response is \(252.0/2=126.0\) cm⁻¹/eV, while the value at the relativistic end is \(2.290/0.02=114.5\) cm⁻¹/eV. Their ratio is 0.909, so one percent of level shift undoes 0.91 percent of the rise. Length and frequency have different response functions and need not share one fraction outside the linear regime.

### Put the s level below its partner

A change of sign in \(D\) shows what the word contraction depends on within this model. Keep the other parameters, and start with \(\varepsilon_s=-14\) eV. The same 2 eV relativistic lowering takes the level to −16 eV. Now \(D<0\) and \(n'>0\). Direct minimization gives a lengthening of 1.755 pm from relativity and a shortening of 0.0258 pm from the QED shift.

QED still opposes relativity, but it does so by shortening the bond. Weaker s binding alone therefore does not decide the direction; the slope of the inner density does, and in this model that is the slope of the s population. The order of the levels should not be used to predict the direction for a real molecule. In CuLi the copper s level lies below that of lithium, yet scalar-relativistic Hartree–Fock in a small basis shortens the bond by about 3 pm, and the density at the copper nucleus rises as the bond shortens.

The undone fraction is \(0.0258/1.755\), or 1.47 percent, which is more than the ratio of the level shifts. Here the response grows along the relativistic path. The magnitude \(|n'|=a|D|\beta^2/S^3\) starts small because \(|D|\) is only 0.5 eV, and at fixed \(\beta=4\) eV it grows by a factor of about 2.5 as \(|D|\) rises to 1.5 eV. In addition, the formula for \(dk/d\varepsilon_s\) shows that \(k\) falls as the level is lowered when \(n'>0\). A one percent level shift is thus not a universal one percent correction to a bond length.

### What carries over to a real heavy-atom bond

The boxed first-order formulas need a smooth bond curve with a stable minimum and a small added curve. They do not depend on the two-orbital model. In a molecular calculation, one can evaluate the QED energy at several distances near the relativistic minimum, take its first two derivatives, and combine them with \(k\) and \(V'''\) of the relativistic curve.

The argument for the opposite signs needs more. The QED energy must be net repulsive for the s electron, and the s contribution must dominate the slopes of both added curves. Relativity also changes d and p shells, which can alter the relativistic curve without a matching QED term. The signs of the two slopes then have to be calculated for the molecule concerned. The link between the order of the two levels and the direction of the change belongs to the orthogonal two-orbital model, and the 0.84 percent belongs to the parameters chosen here; what carries over is that the QED response must be calculated from the relativistic bond curve and the relativistic electron distribution, at the relativistic bond length.
